# Energy and Forces from an Assembled Divide-and-Conquer Density Matrix

The manuscript computes the energy and forces of a large system by divide and conquer, and defends both with this argument: "Every fragment is diagonalized, so its density matrix is a projector that minimizes the fragment energy. The assembled matrix has the correct electron number. Its energy is therefore an upper bound to that of a full diagonalization, and the Hellmann-Feynman theorem gives the forces." The two premises can be granted. Does either conclusion follow?

**Setting**

I assume independent, spin-paired electrons at zero temperature, a real Hamiltonian $H$ that does not depend on the density, and an orthonormal basis, so that the atomic positions enter only through the matrix elements of $H$. "Exact" means full diagonalization of this $H$. Fragment $\alpha$ consists of a core and a buffer; the cores divide the system without overlap. Its Hamiltonian $H^\alpha$ is the corresponding block of $H$, and $P^\alpha$ projects on its levels below a common chemical potential $\mu$, which lies in the gap of every fragment and of the whole system. Per spin, the assembled matrix and its energy are

$$D_{ij}=\sum_\alpha p^\alpha_{ij}P^\alpha_{ij},\qquad E_{DC}=2\,\mathrm{Tr}(DH),$$

where $p^\alpha_{ij}$ is 1 if both basis functions are in the core, 1/2 if one is, and 0 if neither is.

**What the upper bound requires**

Let $H|k\rangle=\varepsilon_k|k\rangle$, $n_k=\langle k|D|k\rangle$, and $f_k=1$ for $\varepsilon_k<\mu$, otherwise 0. Since $D$ has the correct trace, $\sum_k(n_k-f_k)=0$, and $\mu$ may be subtracted freely:

$$E_{DC}-E_0=2\sum_k\varepsilon_k(n_k-f_k)=2\sum_k(\varepsilon_k-\mu)(n_k-f_k).$$

If all eigenvalues of $D$ lie in $[0,1]$, so do all $n_k$. Below $\mu$ both factors are then negative or zero, above $\mu$ both are positive or zero, and $E_{DC}\ge E_0$. Eigenvalues in $[0,1]$ thus suffice for the bound, idempotency is not needed, and an energy below $E_0$ requires an eigenvalue outside that interval.

In two limits the manuscript's first conclusion holds. Without buffers, $D$ is block diagonal with a projector in each block, hence itself a projector. If every fragment is the whole system, all $P^\alpha$ are equal, the weights add to 1, and $D$ is exact. The case between these limits needs a calculation.

**A solvable case**

Take a ring of dimers. The left and right atoms of dimer $n$ are coupled by $-t_1$, the right atom of dimer $n$ and the left atom of dimer $n+1$ by $-t_2$, with $\lambda=t_2/t_1<1$ and $\mu=0$. Each core is one dimer, with one buffer dimer on each side. With left atoms listed first, a fragment has

$$H^\alpha=-\begin{pmatrix}0&A\\A^T&0\end{pmatrix},\qquad A=\begin{pmatrix}a&0&0\\w_1&b&0\\0&w_2&c\end{pmatrix},$$

where finally $a=b=c=t_1$ and $w_1=w_2=t_2$. Let $A$ have singular values $\sigma_j$ with vectors $x_j,y_j$, so that $Ay_j=\sigma_jx_j$ and $A^Tx_j=\sigma_jy_j$. The vectors $(x_j,\pm y_j)/\sqrt2$ have energies $\mp\sigma_j$. No $\sigma_j$ vanishes, because $\det A=abc\neq0$. Filling the negative levels gives

$$P^\alpha=\frac12\begin{pmatrix}1&U\\U^T&1\end{pmatrix},\qquad U=\sum_jx_jy_j^T,\qquad UU^T=1.$$

All diagonal elements are 1/2, so $D$ holds one electron per atom, the correct number.

The fragment energy is $-2s$ with $s=\sum_j\sigma_j$. Its first-order change is $2\,\mathrm{Tr}(P^\alpha dH^\alpha)=-2\sum_{ij}U_{ij}\,dA_{ij}$, so $U_{ij}=\partial s/\partial A_{ij}$. To find $s$, let $q$ be the sum of the products $\sigma_i\sigma_j$ over pairs. Squaring both sums gives

$$s^2=T+2q,\qquad q^2=Q+2abc\,s.$$

Here $T=\sum_j\sigma_j^2=\mathrm{Tr}(A^TA)=a^2+b^2+c^2+w_1^2+w_2^2$, and $Q$, the sum of $\sigma_i^2\sigma_j^2$ over pairs, is the sum of the principal $2\times2$ minors of $A^TA$:

$$Q=a^2b^2+b^2c^2+c^2a^2+a^2w_2^2+c^2w_1^2+w_1^2w_2^2.$$

Set $t_1=1$ for the moment. Differentiating both relations with respect to $b$, then putting $a=b=c=1$ and $w_1=w_2=\lambda$, gives for the central bond order $u_0=\partial s/\partial b$

$$su_0=1+q_b,\quad q\,q_b=2+s+u_0\;\Rightarrow\;u_0=\frac{2+q+s}{qs-1}.$$

The same with $w_1$ or $w_2$ gives one common weak bond order $u_1$:

$$su_1=\lambda+q_w,\quad q\,q_w=\lambda(1+\lambda^2)+u_1\;\Rightarrow\;u_1=\frac{\lambda(1+\lambda^2+q)}{qs-1}.$$

It remains to solve $s^2=3+2\lambda^2+2q$ and $q^2=3+2\lambda^2+\lambda^4+2s$. Put $s=3+\alpha\lambda^2+\beta\lambda^4$. The first relation gives $q=3+(3\alpha-1)\lambda^2+(\alpha^2/2+3\beta)\lambda^4$. In the second, order $\lambda^2$ reads $6(3\alpha-1)=2+2\alpha$, so $\alpha=1/2$; order $\lambda^4$ reads $1+18\beta=1+2\beta$, so $\beta=0$. Hence $s=3+\lambda^2/2$, $q=3+\lambda^2/2+\lambda^4/8$ and $qs-1=8+3\lambda^2+5\lambda^4/8$, up to terms of order $\lambda^6$, and

$$u_0=\frac{8+\lambda^2+\lambda^4/8}{8+3\lambda^2+5\lambda^4/8}=1-\frac{\lambda^2}4+\frac{\lambda^4}{32}+O(\lambda^6),$$

$$u_1=\frac\lambda2\,\frac{8+3\lambda^2+\lambda^4/4}{8+3\lambda^2+5\lambda^4/8}=\frac\lambda2+O(\lambda^5).$$

In $D$ a strong bond comes from one fragment with weight 1, a weak bond from two fragments with weight 1/2 each. The elements are $u_0/2$ and $u_1/2$. Each bond appears twice in the trace, and spin gives another factor 2, so per cell, up to terms of order $\lambda^6$,

$$\frac{E_{DC}}M=-2t_1(u_0+\lambda u_1)=-2t_1\Big(1+\frac{\lambda^2}4+\frac{\lambda^4}{32}\Big).$$

For the exact ring, Bloch waves turn $A$ into $t_1(1+\lambda e^{-ik})$, with modulus $t_1(1+\lambda e^{-ik})^{1/2}(1+\lambda e^{ik})^{1/2}$. Each root expands as $1+\lambda z/2-\lambda^2z^2/8+\dots$ with $z=e^{\mp ik}$. Averaging over $k$ keeps the products of equal powers (other products survive on a ring of $M$ dimers at order $\lambda^M$ and beyond). Up to terms of order $\lambda^6$, this gives

$$\frac{E_0}M=-2t_1\Big(1+\frac{\lambda^2}4+\frac{\lambda^4}{64}\Big),\qquad\frac{E_{DC}-E_0}M=-\frac{t_1\lambda^4}{32}.$$

For small $\lambda$ the assembled energy lies below the exact one, at the correct electron number. The sign is not fixed: numerically, with one buffer dimer on each side, the error stays negative up to $\lambda\approx0.9$ and is positive above that. Without buffers $u_0=1$ and $u_1=0$, and the leading error is $+t_1\lambda^2/2$, as the bound demands.

For numbers I take $M=20$, $t_1=2$ eV and $t_2=1$ eV, and diagonalize the fragments and the ring numerically. Then $u_0=0.939555$ and $u_1=0.249327$, so $E_{DC}/M=-4\times(0.939555+0.5\times0.249327)$ eV $=-4.2569$ eV, against $E_0/M=-4.2542$ eV. The error is $-2.7$ meV, or $-4.3\times10^{-22}$ J; the leading-order law gives $-3.9$ meV. With 0, 2, 3 and 4 buffer dimers on each side the error is $+254$, $-0.68$, $-0.13$ and $-0.025$ meV. In this example, then, larger buffers shrink the error but leave its sign negative.

**The eigenvalues responsible**

One more element of $U$ enters $D$: $u_{-1}$, between the left atom of one dimer and the right atom of the next. At $\lambda=0$, $U=1$, so at first order $UU^T=1$ makes the change of $U$ antisymmetric, and $u_{-1}=-\lambda/2$. Reversing the sign of the basis functions on both buffer dimers reverses $\lambda$ and $u_{-1}$ together, so the next term is of order $\lambda^3$. For wave number $k$ the block of $D$ is

$$D_k=\frac12\begin{pmatrix}1&\tilde u\\\tilde u^*&1\end{pmatrix},\qquad\tilde u=u_0+u_1e^{-ik}+u_{-1}e^{ik}=1-\frac{\lambda^2}4-i\lambda\sin k+O(\lambda^3),$$

with eigenvalues $(1\pm|\tilde u|)/2$ and, up to terms of order $\lambda^3$,

$$|\tilde u|^2=1-\frac{\lambda^2}2+\lambda^2\sin^2k=1-\frac{\lambda^2}2\cos2k,\qquad D_k^2-D_k=\frac{|\tilde u|^2-1}4=-\frac{\lambda^2}8\cos2k.$$

At $k=\pi/2$ the larger eigenvalue is $1+\lambda^2/8$, which is 1.031 here; the numerical value is 1.028, with a partner at $-0.028$. Of the 40 eigenvalues, 20 lie outside $[0,1]$.

Now set eigenvalues above 1 to 1 and those below 0 to 0. The two in each block sum to 1, so the trace is unchanged. The result is still not idempotent: the largest eigenvalue of $|D^2-D|$ is 0.036 both before and after clipping. This exceeds the leading-order value $\lambda^2/8=0.031$ because of the cubic term. The central row of $U$ has unit length, so $u_{-1}^2=1-u_0^2-u_1^2=\lambda^2/4-\lambda^4/8$ and $u_{-1}=-\lambda/2+\lambda^3/8$, to the orders shown. This adds $(\lambda^3/4)\cos k$ to $|\tilde u|^2$, which vanishes at $k=\pi/2$. At $k=\pi$, where nothing is clipped, it gives $|D_k^2-D_k|=(\lambda^2/8)(1+\lambda/2)=0.039$, up to terms of order $\lambda^4$. Yet the energy of the clipped matrix is 81 meV per cell above $E_0$. Non-idempotency alone therefore does not break the bound.

The clipped energy is also much less accurate. The exact $D_k$ has $e^{i\varphi}$ in place of $\tilde u$, where $\varphi$ is the phase of $1+\lambda e^{-ik}$. The phase of $\tilde u$ differs from $\varphi$ only at order $\lambda^2$, which affects the energy at order $\lambda^4$. At order $\lambda^2$ the error of block $k$ is thus $2t_1(1-|\tilde u|)=(t_1\lambda^2/2)\cos2k$, which averages to zero. Clipping removes the negative half. The positive half of $\cos2k$ averages to $1/\pi$ on a long ring, which leaves $t_1\lambda^2/(2\pi)=2\times0.25/(2\pi)$ eV $=0.080$ eV. The small error of $E_{DC}$ rests on this cancellation.

**Forces**

Let $W^\alpha_{ij}=p^\alpha_{ij}H^\alpha_{ij}$, so that $E_{DC}=2\sum_\alpha\mathrm{Tr}(W^\alpha P^\alpha)$. For filled levels $o$ and empty levels $v$ of a fragment, first-order perturbation theory gives

$$\partial P^\alpha=\sum_{ov}\frac{|v\rangle\langle v|\partial H^\alpha|o\rangle\langle o|+|o\rangle\langle o|\partial H^\alpha|v\rangle\langle v|}{\varepsilon_o-\varepsilon_v}.$$

The two terms contribute equally to the trace with the symmetric $W^\alpha$, hence

$$\partial E_{DC}=2\,\mathrm{Tr}(D\,\partial H)+4\sum_\alpha\sum_{ov}\frac{\langle o|W^\alpha|v\rangle\langle v|\partial H^\alpha|o\rangle}{\varepsilon_o-\varepsilon_v}.$$

The Hellmann-Feynman theorem drops the second term. That is right when $W^\alpha$ is $H^\alpha$, since $\langle o|H^\alpha|v\rangle=0$. But each $P^\alpha$ makes its own fragment energy stationary, not the weighted part of it that enters $E_{DC}$.

In the ring, let both hoppings decay with bond length as $e^{-d/\ell}$, and move one right atom to the right. This lengthens its strong bond and shortens its weak bond, so the force is $F=(t_1\partial_{t_1}E-t_2\partial_{t_2}E)/\ell$, with derivatives for single bonds. All bonds of a kind are equivalent, so these equal the derivatives of $E_{DC}/M$, which is $-2[t_1+t_2^2/(4t_1)+t_2^4/(32t_1^3)]$ up to terms of order $\lambda^6$. To the same accuracy,

$$t_1\partial_{t_1}E=-2t_1\Big(1-\frac{\lambda^2}4-\frac{3\lambda^4}{32}\Big),\qquad t_2\partial_{t_2}E=-2t_1\Big(\frac{\lambda^2}2+\frac{\lambda^4}8\Big).$$

Hellmann-Feynman puts $-2t_1u_0$ and $-2t_1\lambda u_1$ in their place. Therefore, again up to terms of order $\lambda^6$,

$$F_{grad}=-\frac{2t_1}\ell\Big(1-\frac{3\lambda^2}4-\frac{7\lambda^4}{32}\Big),\qquad F_{HF}=-\frac{2t_1}\ell\Big(1-\frac{3\lambda^2}4+\frac{\lambda^4}{32}\Big),$$

$$F_{grad}-F_{HF}=\frac{t_1\lambda^4}{2\ell}.$$

With $\ell=0.05$ nm, a central difference of $E_{DC}$ gives $F_{grad}=-64.11$ eV/nm, while $F_{HF}=-65.19$ eV/nm. They differ by 1.08 eV/nm, or 173 pN; the leading-order law gives 1.25 eV/nm. The exact force is $-64.39$ eV/nm, so neither force is exact.

Nor are the Hellmann-Feynman forces the gradient of some other energy. If all strong and all weak bonds vary uniformly, with the atoms moving in a plane so that the ring is free to change its radius, such an energy would change per cell by $-2(u_0\,dt_1+u_1\,dt_2)$, which requires $\partial u_0/\partial t_2=\partial u_1/\partial t_1$. But, up to terms of order $\lambda^5$, the left side is $(-\lambda/2+\lambda^3/8)/t_1$ and the right side $-\lambda/(2t_1)$. Lengthen the strong bonds by 0.01 nm, then the weak ones, then restore them in the same order: numerical integration gives a work of $-1.0$ meV per cell for the closed cycle. Dynamics with these forces has no conserved energy of the form kinetic energy plus a function of the positions.

**Requested changes**

The claim of an upper bound should be withdrawn for partial buffers, unless the eigenvalues of $D$ are shown to lie in $[0,1]$. The forces should include the response term, which makes them the negative gradient of $E_{DC}$ though not exact. Otherwise their difference from that gradient should be reported for the buffers used.
